# Dielectric stopping in an RPA electron gas with a separate plasmon pole: a program that tests the result

```python
"""Dielectric stopping of a bare proton in an RPA electron gas.

Result under test (atomic units):
  S = 2/(pi v^2) * integral dk/k * M(k, k v),
  M(k, W) = integral_0^W w Im[-1/eps(k,w)] dw
          = pair continuum + pi*w_k/(d eps/d w) if the plasmon w_k < W,
and M(k, infinity) = pi*wp^2/2 at every wavevector k.
Symbols: kF Fermi wavevector (= Fermi speed), wp plasma frequency,
z = k/(2 kF), u = w/(k kF), kc wavevector where the plasmon line ends.
The independent road integrates over the Fermi sphere and moves the
frequency integral into the upper half-plane, so it needs no residue.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
PROTON_MASS = const.physical_constants["proton-electron mass ratio"][0]
FORCE = HARTREE / BOHR

density_A3 = 0.2
density = density_A3 * BOHR**3
kF = (3 * np.pi**2 * density) ** (1 / 3)
wp = np.sqrt(4 * np.pi * density)
chi2 = 1 / (np.pi * kF)
full_moment = np.pi * wp**2 / 2

# Double-exponential rule on [0, 1], clustered at both ends
t = np.linspace(-3, 3, 241)
X = 1 / (1 + np.exp(-np.pi * np.sinh(t)))
Y = 1 / (1 + np.exp(np.pi * np.sinh(t)))
WX = np.pi * np.cosh(t) * X * Y * (t[1] - t[0])
# Gauss rule with quadratic clustering at both ends, for the k integral
g, wg = np.polynomial.legendre.leggauss(60)
s = (g + 1) / 2
GX = s * s * (3 - 2 * s)
GW = wg / 2 * 6 * s * (1 - s)


def log_ratio(x):
    return np.log(np.maximum(abs(x + 1), 1e-300)
                  / np.maximum(abs(x - 1), 1e-300))


def phi(x):
    return (1 - x * x) * log_ratio(x)


def phi_slope(x):
    return 2 - 2 * x * log_ratio(x)


def eps_real(k, u):
    z = k / (2 * kF)
    return 1 + chi2 / z**2 * (0.5 + (phi(z - u) + phi(z + u)) / (8 * z))


def eps_imag(k, u):
    z = k / (2 * kF)
    outer = np.maximum(np.pi * (1 - (z - u) ** 2) / (8 * z), 0)
    return chi2 / z**2 * np.where(u + z < 1, np.pi * u / 2, outer)


def continuum_moment(k, u_max=np.inf):
    z = k / (2 * kF)
    low, high = abs(1 - z), 1 + z
    panels = [(low, min(high, u_max))]
    if z < 1:
        panels.append((0.0, min(low, u_max)))
    total = 0.0
    for a, b in panels:
        if b > a:
            u = a + (b - a) * X
            e1, e2 = eps_real(k, u), eps_imag(k, u)
            total += (b - a) * np.sum(WX * u * e2 / (e1**2 + e2**2))
    return (k * kF) ** 2 * total


def plasmon_u(k):
    z = k / (2 * kF)
    edge = k * kF + k * k / 2
    top = 1.001 * np.sqrt(wp**2 + edge**2) / (k * kF) - 1 - z
    gap = brentq(lambda d: eps_real(k, 1 + z + d), 1e-13, top, xtol=1e-15)
    return 1 + z + gap


def pole_moment(k):
    z, u = k / (2 * kF), plasmon_u(k)
    slope = chi2 / z**2 * (phi_slope(z + u) - phi_slope(z - u)) / (8 * z)
    return np.pi * (k * kF) ** 2 * u / slope


def eps_direct(k, w):
    """Fermi-sphere integral, momentum path below the real axis."""
    x, weight = X[::2], 2 * WX[::2]
    p = kF * np.exp(-1j * np.pi * x)
    numerator = weight * 1j * np.pi * p * (kF**2 - p**2)
    w = np.atleast_1d(w)[:, None]
    return 1 - np.sum(numerator / ((w - k * p) ** 2 - k**4 / 4), 1) / np.pi


def contour_moment(k, v):
    """M(k, k v) from a semicircle in the upper frequency half-plane."""
    phase = np.exp(1j * np.pi * X)
    w = k * v / 2 * (1 + phase)
    f = w * (1 - 1 / eps_direct(k, w))
    return -np.sum(WX * f * k * v / 2 * 1j * np.pi * phase).imag


def log_nodes(breaks):
    ks, weights = [], []
    for a, b in zip(breaks[:-1], breaks[1:]):
        ks.append(a * np.exp(np.log(b / a) * GX))
        weights.append(np.log(b / a) * GW)
    return np.concatenate(ks), np.concatenate(weights)


def log_integral(function, breaks):
    ks, weights = log_nodes(breaks)
    return sum(c * function(k) for k, c in zip(ks, weights))


# End of the plasmon line and minimum of its phase speed
zc = brentq(lambda z: z * z - chi2 * ((1 + z) * np.log(1 + 1 / z) - 1) / 2,
            1e-3, 5, xtol=1e-15)
kc = 2 * kF * zc
v_edge = kF + kc / 2


def phase_speed(k):
    return kF * plasmon_u(k)


best = minimize_scalar(phase_speed, bounds=(0.8 * kc, kc * (1 - 1e-9)),
                       method="bounded", options={"xatol": 1e-9})
k_star, v_min = best.x, best.fun


def plasmon_range(v):
    if v <= v_min:
        return None
    k1 = brentq(lambda k: phase_speed(k) - v, 0.5 * wp / v, k_star)
    k2 = kc
    if v < v_edge:
        k2 = brentq(lambda k: phase_speed(k) - v, k_star, kc * (1 - 1e-9))
    return k1, k2


def breakpoints(v, extra):
    low, high = 1e-3 * kF, 2 * (v + kF)
    inner = [q for q in [2 * abs(v - kF), *extra] if low < q < high]
    return sorted({low, high, *inner})


def stopping(v):
    factor = 2 / (np.pi * v * v)
    cont = log_integral(lambda k: continuum_moment(k, v / kF),
                        breakpoints(v, [kc, 2 * kF]))
    span = plasmon_range(v)
    pole = log_integral(pole_moment, list(span)) if span else 0.0
    return factor * cont, factor * pole, span


def stopping_contour(v):
    span = plasmon_range(v) or ()
    total = log_integral(lambda k: contour_moment(k, v),
                         breakpoints(v, [kc, *span]))
    return 2 / (np.pi * v * v) * total


# Closed dielectric function against the Fermi-sphere integral
eps_error = 0.0
for ratio, u in [(0.5, 0.4), (0.5, 1.0), (0.5, 2.0), (3.0, 1.5), (3.0, 0.2)]:
    k = ratio * kF
    closed = eps_real(k, u) + 1j * eps_imag(k, u)
    eps_error = max(eps_error, abs(closed - eps_direct(k, k * kF * u)[0]))
assert eps_error < 1e-7

print(f"electron density = {density_A3:.3f} 1/A^3")
print(f"Fermi wavevector = {kF / BOHR:.5f} 1/A")
print(f"Fermi energy = {kF**2 / 2 * HARTREE:.4f} eV")
print(f"plasmon energy at k=0 = {wp * HARTREE:.4f} eV")
print(f"plasmon cutoff kc = {kc / BOHR:.5f} 1/A, kc/kF = {kc / kF:.5f}")
print(f"plasmon energy at kc = {kc * v_edge * HARTREE:.4f} eV")
print(f"largest |eps closed - eps direct| = {eps_error:.1e}")

# The pole exists only below kc, and its phase speed has an inner minimum
assert eps_real(0.98 * kc, 1 + 0.98 * zc) < 0 < eps_real(1.02 * kc, 1 + 1.02 * zc)
assert k_star < kc * (1 - 1e-4) and v_min < v_edge * (1 - 1e-5)
print(f"phase-speed minimum at k/kc = {k_star / kc:.5f}")
print(f"minimum phase speed / Fermi speed = {v_min / kF:.6f}")
print(f"edge speed (vF + kc/2) / Fermi speed = {v_edge / kF:.6f}")
threshold = PROTON_MASS * v_min**2 / 2 * HARTREE
print(f"proton energy at plasmon threshold = {threshold:.1f} eV")

print("f-sum shares of pi*wp^2/2 (dimensionless), k in 1/A:")
for ratio in [0.07, 0.3, 0.6, 0.9, 0.98, 1.02, 1.1, 1.5, 2.5, 4.0]:
    k = ratio * kc
    pole = pole_moment(k) / full_moment if k < kc else 0.0
    cont = continuum_moment(k) / full_moment
    assert abs(pole + cont - 1) < 1e-6
    print(f" k/kc={ratio:.2f} k={k / BOHR:.4f} pole={pole:.6f} "
          f"pairs={cont:.6f} sum-1={pole + cont - 1:.1e}")

# Sum-rule audit on a full set of outer quadrature nodes
nodes, weights = log_nodes([0.05 * kF, kc, 2 * kF, 5 * kF])
defect = np.array([abs((continuum_moment(k) + (pole_moment(k) if k < kc else 0))
                       / full_moment - 1) for k in nodes])
weighted = np.sum(weights * defect)
assert weighted < 1e-4
worst = np.argmax(defect)
print(f"audited nodes = {len(nodes)}, worst defect = {defect[worst]:.1e}")
print(f"worst node distance |k/kc-1| = {abs(nodes[worst] / kc - 1):.1e}")
print(f"defect integrated over ln k = {weighted:.1e}")

gaps = []
for energy in [2e4, 1e5, 3e5, 1e6, 1e7]:
    v = np.sqrt(2 * energy / HARTREE / PROTON_MASS)
    cont, pole, span = stopping(v)
    total, check = cont + pole, stopping_contour(v)
    # Tolerance covers the logarithmic singularity of the shares at kc
    assert abs(total / check - 1) < 2e-4
    number = total * v * v / wp**2
    bethe = np.log(2 * v * v / wp)
    gaps.append(number - bethe)
    print(f"E={energy:.0f} eV: v/vF={v / kF:.4f} pairs={cont * FORCE:.4f} "
          f"pole={pole * FORCE:.4f} total={total * FORCE:.4f} eV/A")
    print(f"  contour={check * FORCE:.4f} eV/A, L={number:.5f}, "
          f"ln(2v^2/wp)={bethe:.5f}")
    if span and v > v_edge:
        upper = 2 * (v - kF)
        middle = np.sqrt(span[0] * upper)
        assert abs(contour_moment(middle, v) / full_moment - 1) < 1e-5
        print(f"  k1={span[0] / BOHR:.4f} 1/A, 2(v-vF)={upper / BOHR:.4f} 1/A, "
              f"saturated log={np.log(upper / span[0]):.5f}")
    else:
        assert pole == 0.0
assert abs(gaps[-1]) < abs(gaps[-2]) and abs(gaps[-1]) < 0.01

# A speed inside the narrow window between the minimum and edge speeds
v = (v_min + v_edge) / 2
cont, pole, span = stopping(v)
check = stopping_contour(v)
assert pole > 0 and span[1] < kc
assert abs(cont + pole - check) < 0.1 * pole
print(f"window speed v/vF = {v / kF:.6f}")
print(f"  pole active for k/kc = {span[0] / kc:.5f} to {span[1] / kc:.5f}")
print(f"  pole={pole * FORCE:.5f} total={(cont + pole) * FORCE:.5f} "
      f"contour={check * FORCE:.5f} eV/A")
print("PASS")
```

It prints:

```
electron density = 0.200 1/A^3
Fermi wavevector = 1.80919 1/A
Fermi energy = 12.4707 eV
plasmon energy at k=0 = 16.6063 eV
plasmon cutoff kc = 1.32012 1/A, kc/kF = 0.72967
plasmon energy at kc = 24.8387 eV
largest |eps closed - eps direct| = 1.9e-14
phase-speed minimum at k/kc = 0.98874
minimum phase speed / Fermi speed = 1.364086
edge speed (vF + kc/2) / Fermi speed = 1.364837
proton energy at plasmon threshold = 42607.2 eV
f-sum shares of pi*wp^2/2 (dimensionless), k in 1/A:
 k/kc=0.07 k=0.0924 pole=0.999998 pairs=0.000002 sum-1=-9.0e-12
 k/kc=0.30 k=0.3960 pole=0.999094 pairs=0.000906 sum-1=2.6e-13
 k/kc=0.60 k=0.7921 pole=0.978465 pairs=0.021535 sum-1=-7.4e-15
 k/kc=0.90 k=1.1881 pole=0.767363 pairs=0.232637 sum-1=-1.3e-15
 k/kc=0.98 k=1.2937 pole=0.503872 pairs=0.496128 sum-1=-6.0e-15
 k/kc=1.02 k=1.3465 pole=0.000000 pairs=1.000000 sum-1=-1.0e-13
 k/kc=1.10 k=1.4521 pole=0.000000 pairs=1.000000 sum-1=-6.2e-15
 k/kc=1.50 k=1.9802 pole=0.000000 pairs=1.000000 sum-1=-8.0e-15
 k/kc=2.50 k=3.3003 pole=0.000000 pairs=1.000000 sum-1=-4.0e-15
 k/kc=4.00 k=5.2805 pole=0.000000 pairs=1.000000 sum-1=-3.6e-15
audited nodes = 180, worst defect = 3.8e-03
worst node distance |k/kc-1| = 4.7e-07
defect integrated over ln k = 1.0e-07
E=20000 eV: v/vF=0.9346 pairs=7.8212 pole=0.0000 total=7.8212 eV/A
  contour=7.8212 eV/A, L=0.32695, ln(2v^2/wp)=0.96457
E=100000 eV: v/vF=2.0898 pairs=8.3461 pole=3.2062 total=11.5523 eV/A
  contour=11.5523 eV/A, L=2.41460, ln(2v^2/wp)=2.57401
  k1=0.6252 1/A, 2(v-vF)=3.9432 1/A, saturated log=1.84168
E=300000 eV: v/vF=3.6196 pairs=3.7470 pole=2.0337 total=5.7807 eV/A
  contour=5.7807 eV/A, L=3.62479, ln(2v^2/wp)=3.67262
  k1=0.3409 1/A, 2(v-vF)=9.4787 1/A, saturated log=3.32525
E=1000000 eV: v/vF=6.6085 pairs=1.4202 pole=0.9062 total=2.3265 eV/A
  contour=2.3265 eV/A, L=4.86268, ln(2v^2/wp)=4.87660
  k1=0.1836 1/A, 2(v-vF)=20.2935 1/A, saturated log=4.70556
E=10000000 eV: v/vF=20.8978 pairs=0.1974 pole=0.1460 total=0.3434 eV/A
  contour=0.3434 eV/A, L=7.17781, ln(2v^2/wp)=7.17918
  k1=0.0577 1/A, 2(v-vF)=71.9977 1/A, saturated log=7.12946
window speed v/vF = 1.364461
  pole active for k/kc = 0.97882 to 0.99729
  pole=0.09163 total=12.25722 contour=12.25722 eV/A
PASS
```
